# Percolation threshold of a thin film and its approach to bulk

## Problem

A film consists of metal grains of diameter 2.5 nm in an insulating oxide. Model it as a simple cubic lattice of sites, $h$ layers thick. Each site holds a metal grain with probability $p$, independently of the others, and oxide otherwise. Metal grains on nearest-neighbour sites touch and conduct; all other pairs are insulated from each other. The top and bottom surfaces are free, the film is very wide, and current flows in its plane.

The threshold $p_c(h)$ is the occupancy above which a very wide film conducts. For the infinite three-dimensional lattice take the established numerical values $p_c=0.3116$ for the threshold and $\nu=0.8765$ for the correlation-length exponent, so that $1/\nu=1.141$. Simulated films with a square area of side $8h$ gave the following estimates of the shift $\Delta(h)=p_c(h)-p_c$. The standard errors cover sampling only, not the finite width.

| $h$ (layers) | thickness (nm) | $\Delta(h)$ | standard error |
|---|---|---|---|
| 2 | 5.0 | 0.1619 | 0.0016 |
| 3 | 7.5 | 0.1121 | 0.0010 |
| 4 | 10.0 | 0.0857 | 0.0009 |
| 6 | 15.0 | 0.0585 | 0.0008 |
| 8 | 20.0 | 0.0439 | 0.0008 |

(a) Show why the shift of a thick film should fall as $h^{-1/\nu}$.
(b) Estimate the threshold of a 30 nm film.
(c) How thick must a film be for its threshold to lie within 0.01 of the bulk value?
(d) Which neglected effects matter for the 30 nm film?

## Solution

### The sign of the shift

A film of $h$ layers can be cut out of a film of $h+1$ layers, and that film out of the infinite lattice. Adding layers adds sites and contacts and removes none, so an infinite cluster in the thinner film survives in the thicker one. Therefore

$$p_c(h)\ \ge\ p_c(h+1)\ \ge\ p_c .$$

The shift cannot be negative and cannot grow with thickness. This argument needs no scaling theory, but it does not give the size of the shift.

The direction of the current matters. For current through the thickness of a very wide film, a single straight column of $h$ metal grains is enough. Such a column occurs with probability $p^h$, and a film of unlimited width contains one for any $p>0$. The threshold treated here belongs to in-plane current.

### (a) The power of the thickness

Near the bulk threshold, connectivity has one long length, the correlation length

$$\xi=\xi_0\,|p-p_c|^{-\nu},$$

where $\xi_0$ is of the order of the lattice spacing. If $\xi\ll h$, a typical critical cluster does not feel the surfaces and the film behaves as bulk. If $\xi\gg h$, clusters reach from surface to surface and can grow further only sideways, so the film behaves as a two-dimensional sheet. The change occurs at $\xi\sim h$, with $h$ counted in lattice spacings:

$$\xi_0|p-p_c|^{-\nu}\sim h
\quad\Rightarrow\quad
|p-p_c|\sim\left(\frac{h}{\xi_0}\right)^{-1/\nu}.$$

The scaling hypothesis makes this sharper. It is very well supported numerically, but it is a hypothesis here and not a theorem. Let $R(p,h,W)$ be the probability that a $W\times W\times h$ film conducts between two opposite edges. If lengths enter only through their ratios to $\xi$, then $R$ depends on $h/\xi$, on $W/h$ and on the sign of $p-p_c$. Since $(h/\xi)^{1/\nu}\propto|p-p_c|\,h^{1/\nu}$, this can be written

$$R(p,h,W)=F\!\left(x,\frac{W}{h}\right),\qquad x=(p-p_c)\,h^{1/\nu}.$$

As $W/h\to\infty$, a film below its threshold does not conduct and a film above it does. $F$ then becomes a step in $x$, at some number $x=A$ that does not depend on $h$. Setting $x=A$ at $p=p_c(h)$ gives

$$p_c(h)=p_c+A\,h^{-1/\nu}\qquad(h\gg1).$$

The transition of the wide film is itself two-dimensional, yet the three-dimensional $\nu$ appears. The shift measures how far $p$ must move from $p_c$ before the *bulk* correlation length has shrunk to the thickness. The two-dimensional exponent governs the dependence on $W$, treated below.

**A check of the inputs.** The same hypothesis applies to cubes, $W=h=L$. Give every site a random number between 0 and 1 and call it occupied if that number is below $p$. Each sample then has its own threshold, and $R$ is the probability that this threshold lies below $p$. With $p=p_c+xL^{-1/\nu}$, the mean $M$ and the standard deviation $\sigma$ of the sample thresholds are

$$M=p_c+\langle x\rangle L^{-1/\nu},\qquad \sigma=\sigma_x L^{-1/\nu},$$

where $\langle x\rangle$ and $\sigma_x$ do not depend on $L$. The ratio of two spreads gives the exponent without any knowledge of $p_c$. Cubes of side 8 and 24 had $\sigma=0.0502$ and $0.0142$, so

$$\frac1\nu\approx\frac{\ln(0.0502/0.0142)}{\ln(24/8)}=1.15 .$$

Eliminating $L$ instead gives $M=p_c+k\sigma$ with $k=\langle x\rangle/\sigma_x$. Two sizes fix $k=(M_8-M_{24})/(\sigma_8-\sigma_{24})$, and the line is extended to $\sigma=0$:

$$p_c\approx M_{24}-k\,\sigma_{24}
=0.3209-\frac{0.3360-0.3209}{0.0502-0.0142}\times0.0142=0.315 .$$

This lies 0.003 above the established value, which is used from here on. The cubes are small, so the check is a rough one, but it supports both inputs.

### Thin films need an offset

If the pure power law held down to two layers, the first and last rows of the table would give the exponent

$$\frac{\ln(0.1619/0.0439)}{\ln(8/2)}=0.94,$$

which is clearly below 1.14. The power law is a statement about large $h$, and a count of layers defines the effective thickness only up to a constant of order one layer. Replacing $h$ by $h+h_0$ allows for this:

$$\Delta(h)=A\,(h+h_0)^{-1/\nu}
=A\,h^{-1/\nu}\left(1+\frac{h_0}{h}\right)^{-1/\nu}
=A\,h^{-1/\nu}\left[1-\frac{h_0}{\nu h}+\dots\right].$$

The leading power is unchanged. The local exponent, however, becomes

$$-\frac{d\ln\Delta}{d\ln h}=\frac1\nu\,\frac{h}{h+h_0},$$

which is below $1/\nu$ for $h_0>0$ and approaches it as $h\to\infty$. The constant $h_0$ is a fitted number. It may also absorb other corrections to scaling, so a good fit does not prove that it is a true offset of thickness.

### (b) The 30 nm film

Raising the offset law to the power $-\nu$ turns it into a straight line in $h$:

$$\Delta^{-\nu}=A^{-\nu}(h+h_0).$$

Two rows of the table therefore suffice for an estimate by hand. Dividing the relation for $h=8$ by that for $h=2$ gives

$$\frac{8+h_0}{2+h_0}=\left(\frac{0.1619}{0.0439}\right)^{0.8765}=3.14 .$$

Hence $8+h_0=6.28+3.14\,h_0$, so $h_0=1.72/2.14=0.80$. The amplitude follows from the first row, $A=0.1619\times(2.80)^{1.141}=0.52$. A weighted least-squares fit to all five rows gives

$$A=0.515\pm0.009,\qquad h_0=0.78\pm0.06\ \text{layers}.$$

A 30 nm film has $30/2.5=12$ layers, and

$$\Delta(12)=0.515\times(12.78)^{-1.141}=0.515\times0.0546=0.0281 .$$

The estimated threshold is

$$p_c(12)=0.3116+0.0281=0.340 .$$

A simulation of 12-layer films, which was not used in the fit, gave $\Delta=0.0279\pm0.0008$. The fit predicts $0.0281\pm0.0003$, so the two agree within the sampling error. Both numbers belong to films of width $8h$ and share the bias of that width, discussed below; for a very wide film the threshold is slightly higher, about 0.341.

The table below compares the law with a few cases, including two that lie outside the fitted range.

| $h$ | $\Delta$, simulated | $\Delta$, offset law | in the fit? |
|---|---|---|---|
| 1 | 0.283 | 0.267 | no |
| 2 | 0.162 | 0.160 | yes |
| 4 | 0.086 | 0.086 | yes |
| 8 | 0.044 | 0.043 | yes |
| 12 | 0.028 | 0.028 | no |

Three variations show what the estimate depends on.

- **Dropping the offset but keeping $A$** gives $0.515\times12^{-1.141}=0.0302$, which is 7% above the offset law. To first order, the expansion above predicts a relative difference of $h_0/(\nu h)=0.78/(0.8765\times12)=7\%$.
- **Fixing the amplitude from a monolayer without an offset** does worse. The simulated monolayer threshold is 0.5949, so the estimate is $(0.5949-0.3116)\times12^{-1.141}=0.0166$, about 40% below the simulated shift. The exponent is right, but one layer is far from the regime where the pure power holds.
- **Using the exponent 0.75**, the value of $1/\nu$ in two dimensions, and refitting $A$ and $h_0$ to the same five rows gives 0.0338 at 12 layers. This is 0.0059 above the simulation, or about seven of the simulation's standard errors. The comparison takes $p_c=0.3116$ as given and leaves out the error of the refit. If $p_c$ is also left free, the exponent 0.75 fits these thin films equally well with $p_c\approx0.296$, and with $p_c$ fixed an exponent of 1.0 fits the five rows no worse than 1.14. Films of 2 to 12 layers are consistent with $1/\nu=1.14$ but do not determine it.

### (c) Thickness for a given shift

Solving $\Delta=A(h+h_0)^{-1/\nu}$ for $h$ gives

$$h=\left(\frac{A}{\Delta}\right)^{\nu}-h_0 .$$

For $\Delta=0.01$,

$$h=(51.5)^{0.8765}-0.78=31.7-0.8=30.9\ \text{layers},$$

which is 77 nm, with a sampling error of about 1 nm. The constants come from films of width $8h$, whose shifts are a few per cent too low; an amplitude larger by 3 to 5% adds 2 to 3.5 nm, so a very wide film needs about 80 nm. This extrapolates the law well beyond the 12 layers that were simulated. It goes towards larger $h$, where the scaling form should improve, but it also relies more heavily on the value of $p_c$, because the shift itself is small.

The result can be read the other way round. At a fixed occupancy of $0.3116+0.01=0.322$, a very wide model film insulates when it is thinner than roughly 80 nm and conducts when it is thicker. Composition alone does not decide whether such a film conducts. Since $h+h_0\propto\Delta^{-\nu}$, halving the permitted shift multiplies $h+h_0$ by $2^{0.8765}=1.84$.

### Films of finite width

The simulated films had $W=8h$, whereas the question concerns $W\to\infty$. For $h=4$, a film with $W=24h$ gave a threshold of $0.3988\pm0.0009$, against $0.3973\pm0.0009$ at $W=8h$. Relative to the shift, the narrower film is low by 1.7%. This single comparison is no more precise than its sampling error, but the bias is systematic: films of width $8h$ give shifts that are too small, and the amplitude $A$ is low by a few per cent from this source.

Width also sets how much individual devices differ. Close to $p_c(h)$ the film is a two-dimensional system built from blocks of size $h$. Its lateral correlation length diverges with the two-dimensional exponent $4/3$, and the natural measure of distance from threshold is again the scaled variable:

$$\xi_\parallel\sim h\left[\,|p-p_c(h)|\,h^{1/\nu}\right]^{-4/3}.$$

Sample thresholds scatter over the range of $p$ in which $\xi_\parallel\gtrsim W$. Setting $\xi_\parallel\sim W$ and raising both sides to the power $-3/4$ gives

$$\sigma\sim h^{-1/\nu}\left(\frac{W}{h}\right)^{-3/4}.$$

For $h=4$, going from $W/h=8$ to $24$ should multiply the spread by $3^{-3/4}=0.44$; the simulation gave 0.40.

At 12 layers and $W/h=8$ the simulated spread was 0.0066. A square device 1 µm wide and 30 nm thick has $W/h=33.3$, so

$$\sigma=0.0066\times\left(\frac{33.3}{8}\right)^{-3/4}=0.0023 .$$

This is 8% of the shift, so random scatter alone does not hide the shift in a single device. To see it there, the occupancy and the bulk threshold must also be known accurately. The ratio $\sigma/\Delta$ varies as $(W/h)^{-3/4}$ for thick films. When the width becomes comparable with the thickness, spread and shift are of similar size, and one threshold for all devices is no longer a useful description.

### (d) What the model leaves out

**Thickness error.** With one layer fewer, the offset law gives a threshold higher by 0.0027, about a tenth of the shift. At 30 nm, an error of one grain diameter therefore matters about as much as the scatter between 1 µm devices.

**Tunnelling between diagonal grains.** The centres of two grains on diagonal sites of a lattice square are $\sqrt2\,d$ apart, where $d$ is the grain diameter. The gap between their surfaces is

$$s=(\sqrt2-1)\,d=0.414\times2.5\ \text{nm}=1.04\ \text{nm}.$$

Take a rectangular barrier of height $\Phi=3$ eV and the free-electron mass $m$. The tunnelling probability then falls as $e^{-2\kappa s}$, with $2\kappa=2\sqrt{2m\Phi}/\hbar=17.7$ per nm, so

$$e^{-2\kappa s}=e^{-18.4}=1.0\times10^{-8}.$$

A hop that charges a neutral grain also costs energy. For an isolated sphere in a medium of relative permittivity $\varepsilon_r=4$, the capacitance is $C=4\pi\varepsilon_0\varepsilon_r(d/2)$, and

$$E_C=\frac{e^2}{2C}=\frac{e^2}{4\pi\varepsilon_0\varepsilon_r d}=0.144\ \text{eV}.$$

This is 5.6 times the thermal energy of 0.0259 eV at 300 K and gives a further factor of about $e^{-5.6}=0.004$. This figure is for charging one isolated grain. A hop between two isolated neutral grains on diagonal sites charges both and costs more, 0.18 eV once their mutual attraction is included. Grains that belong to larger clusters, as many do near the threshold, have a larger capacitance and cost less. The effective mass for tunnelling through an oxide is often smaller than $m$; with $0.4m$ the tunnelling factor rises to $9\times10^{-6}$. For such values diagonal links are still many orders of magnitude poorer than metallic contacts, and the threshold appears as a steep rise of conductance above a small leakage.

This conclusion depends on the gap. If diagonal links did conduct like contacts, the simulated threshold of the 12-layer film would be 0.159, a drop of 0.180. That is more than six times the shift under study and the largest of the effects sized here. For a 30 nm film, what counts as a contact therefore matters far more for the absolute threshold than the finite thickness does.

### Comparison with real films

The grain size and the thickness are rough values chosen to resemble a co-sputtered metal–oxide film. The model's threshold does not resemble that of such films. Touching spheres on a simple cubic lattice fill a fraction $\pi/6$ of the volume, so an occupancy of 0.340 means a metal volume fraction of $0.340\times0.524=0.18$. Sputtered metal–oxide films commonly need a metal fraction of roughly one half. The two thresholds differ by about 0.3 in volume fraction, far more than the shift due to the finite thickness of the 30 nm film. The model assumes that grains sit at random and touch whenever they are neighbours. In a real film oxide can separate neighbouring grains, and grain size can change with composition. Both are possible reasons for the difference, but their contributions were not calculated here.

The numbers $p_c$, $A$ and $h_0$ thus belong to this lattice and should not be carried over to a real film. The exponent is expected to carry over if metallic contacts conduct far better than tunnelling links, so that a sharp threshold can be identified, if the disorder has only short-range correlations, and if the composition is uniform through the thickness. Clustering of grains over distances comparable with $h$, or a composition gradient, would introduce another length and invalidate the scaling argument. Neither effect was sized here, nor was a distribution of grain sizes.

For a real material under those conditions, the useful procedure is to measure thresholds at several thicknesses, keep $1/\nu=1.14$ fixed, and fit $p_c$, $A$ and $h_0$. The thicknesses should span a wide range, since with $p_c$ unknown the three constants can partly compensate one another. The values behind the estimates above are listed in the numerical output.

## Calculated quantities

```
Input bulk threshold p_bulk: 0.3116
Input exponent nu: 0.8765; 1/nu: 1.141
2x2 lattice mean threshold: 0.526 +- 0.007 (exact 0.533)
Cubes of side 8 and 24: spreads 0.0502, 0.0142
Cubes: mean thresholds 0.3360, 0.3209
Cubes: exponent 1/nu from spreads: 1.15
Cubes: p_bulk at zero spread: 0.3150
Film width / thickness in the runs: 8
Film h=2 layers (5.0 nm): threshold 0.4735 +- 0.0016, shift 0.1619, spread 0.0519
Film h=3 layers (7.5 nm): threshold 0.4237 +- 0.0010, shift 0.1121, spread 0.0316
Film h=4 layers (10.0 nm): threshold 0.3973 +- 0.0009, shift 0.0857, spread 0.0236
Film h=6 layers (15.0 nm): threshold 0.3701 +- 0.0008, shift 0.0585, spread 0.0133
Film h=8 layers (20.0 nm): threshold 0.3555 +- 0.0008, shift 0.0439, spread 0.0108
Film h=12 layers (30.0 nm): threshold 0.3395 +- 0.0008, shift 0.0279, spread 0.0066
Fit to h=2..8: A = 0.515 +- 0.009
Fit to h=2..8: h0 = 0.78 +- 0.06 layers
Apparent exponent between h=2 and h=8: 0.94
Predicted shift at h=12: 0.0281 +- 0.0003
Simulated shift at h=12: 0.0279 +- 0.0008
Shift at h=12 from A*h^(-1/nu), no offset: 0.0302
Shift at h=12 if exponent 0.75 is fitted: 0.0338
Monolayer threshold (W=64): 0.5949 +- 0.0016
Shift at h=12 anchored on monolayer: 0.0166
Wide film h=4, W/h=24: threshold 0.3988 +- 0.0009
Relative bias of shift, W/h=8 against 24: -1.7 %
Spread ratio W/h=24 to 8: 0.40 (law 0.44)
Example grain diameter: 2.5 nm
Example film thickness: 30.0 nm
Example predicted threshold occupancy: 0.3397
Thickness for a shift of 0.01: 77 nm
Barrier: 3.0 eV; relative permittivity: 4.0
Gap between diagonal grains: 1.04 nm
Tunnelling decay constant 2*kappa: 17.7 per nm
Tunnelling factor across diagonal gap: 1.0e-08
Charging energy of one grain: 0.144 eV
Thermal energy at 300 K: 0.0259 eV
Threshold if diagonals conduct, h=12: 0.1591 +- 0.0006
Drop of threshold if diagonals conduct: 0.180
Threshold rise for one layer less: 0.0027
Device width: 1000 nm; width/thickness: 33.3
Device-to-device spread of threshold: 0.0023
```
